When a backward-stable SVD loses small scales in determinant Monte Carlo

**A three-by-three counter-example**

Take C = A D, a well-conditioned matrix A times a diagonal matrix D = diag(d₁, d₂, d₃) = diag(1, 10⁻⁵, 10⁻²⁵):

A = [ 1, 0, 1 ; 0, 0.6, 0.3 ; 0, 0.8, −0.7 ] (rows separated by semicolons).

Norms are spectral norms, σ₁ ≥ … ≥ σ_N are singular values, κ(A) = σ₁(A)/σ_N(A), and double-precision arithmetic obeys fl(x∘y) = (x∘y)(1+δ) with |δ| ≤ u = 2⁻⁵³ = 1.11×10⁻¹⁶.

The singular values can be read off. Columns 1 and 2 of C are orthogonal with norms 1 and 10⁻⁵. Column 3 has norm below 2×10⁻²⁵ and can shift a singular value by at most that much (statement (a) below), so σ₁ = 1 and σ₂ = 10⁻⁵ to about twenty digits. The product of the singular values is |det C|, and det A = 0.6·(−0.7) − 0.3·0.8 = −0.66. Hence

σ₃ = 0.66 d₁d₂d₃/(σ₁σ₂) = 6.6×10⁻²⁶,

and a 150-digit diagonalization of CᵀC gives 6.600×10⁻²⁶.

The LAPACK drivers gesvd and gesdd first reduce C to upper bidiagonal form with Householder reflectors H = 1 − τvvᵀ, applied alternately from the left and from the right. The reflector that maps a vector r = (α, x) onto (ρ, 0) has

ρ = −sign(α)‖r‖, τ = (ρ − α)/ρ, v = (1, x/(α − ρ)), with sign(0) = +1.

Column 1 has nothing below the diagonal, so the first left reflector is the identity. The first right reflector acts on columns 2 and 3 and must clear the entry (1,3). Here r = (0, d₃), so ρ = −d₃, τ = 1, v = (1, 1), and H exchanges the two columns and flips their signs. Let y₂ = d₂(0.6, 0.8) and y₃ = d₃(0.3, −0.7) be rows 2 and 3 of these columns. The reflector is applied as

w = y₂ + y₃, y₂′ = y₂ − w, y₃′ = y₃ − w.

Without rounding, y₂′ = −y₃ and y₃′ = −y₂. With rounding, the entries of y₃ are about 10⁻²⁰ times those of y₂, far below u, so fl(w) = y₂. Then y₂′ = 0 and y₃′ = fl(y₃ − y₂) = −y₂. The result is already bidiagonal, with diagonal (1, 0, −0.8d₂) and superdiagonal (−d₃, −0.6d₂). Its determinant, the product of the diagonal, is zero. No later stage can recover y₃, and gesvd returns σ₃ = 0, a relative error of 100 %.

Nothing has gone wrong by the routine's own standard. What was discarded has norm below 10⁻²⁵, while backward stability permits a change of order uσ₁ ≈ 10⁻¹⁶. The columns were even sorted by decreasing size.

One-sided Jacobi rotates pairs of columns x, y until they are orthogonal, x′ = cx − sy, y′ = sx + cy. With a = x·x, b = y·y, g = x·y and a ≫ b, the formula derived below gives c ≈ 1, s ≈ g/(b − a) ≈ −g/a. For the pair (1,2), g = 0 and nothing is done. For (1,3), g = d₃ and a = 1, so s ≈ −d₃ and column 3 loses its first entry. For (2,3), g = d₂d₃(0.18 − 0.56) = −0.38 d₂d₃ and a = d₂², so s ≈ 0.38 d₃/d₂ and

y₃′ = d₃[(0.3, −0.7) + 0.38(0.6, 0.8)] = d₃(0.528, −0.396), ‖y₃′‖ = d₃√0.4356 = 0.66 d₃.

Each term added to the small column was itself of size d₃, because the large column entered multiplied by a small sine. The computed value is 6.600×10⁻²⁶.

A small entry in place of the zero in A already causes a loss. Let the first row of A be (1, a₁₂, a₁₃) with |a₁₂|d₂ ≫ |a₁₃|d₃, and write y₂ = d₂p, y₃ = d₃q. Then ρ ≈ −a₁₂d₂, τ ≈ 2, v₃ ≈ a₁₃d₃/(2a₁₂d₂), w = y₂ + v₃y₃ ≈ y₂, and

y₂′ = y₂ − τw ≈ −d₂p, y₃′ = y₃ − τv₃w ≈ d₃[q − (a₁₃/a₁₂)p].

The next left reflector turns p onto the first axis and leaves as last diagonal entry d₃q⊥, the component of y₃′ perpendicular to p; by the determinant argument its modulus is σ₃. It emerges by cancellation from stored entries of size d₃|a₁₃/a₁₂|‖p‖, each rounded with relative error u. To leading order

|δσ₃|/σ₃ ~ u|a₁₃/a₁₂|·‖p‖/|q⊥|.

For 41 Gaussian random pairs p, q and a₁₃ = 1, the median relative error of gesvd is 1.67×10⁻¹² at a₁₂ = 10⁻⁴, against u·a₁₃/a₁₂ = 1.11×10⁻¹², and 5.23×10⁻⁹ at a₁₂ = 10⁻⁸, against 1.11×10⁻⁸. The ratios are 1.5 and 0.47; the test demands 0.02 to 50. The step resembles elimination without pivoting. Under the assumption |a₁₂|d₂ ≫ |a₁₃|d₃ made here, the loss is modest when a₁₂ is comparable with a₁₃ and |q⊥| with ‖p‖, and it grows as a₁₂ shrinks: the law gives 100 % near |a₁₂| ≈ u|a₁₃| and an error of order u d₂/d₃ ≈ 10⁴ at the edge of the assumption, |a₁₂| ≈ |a₁₃|d₃/d₂. For still smaller a₁₂ the law does not apply, and the 100 % of the exact zero is not the largest error.

**Where such matrices arise**

In determinant quantum Monte Carlo for the Hubbard model at half filling, one spin species in a fixed auxiliary field s = ±1 has slice matrices and equal-time Green function

B_l = exp(−Δτ K) diag(exp(λ s_l)), cosh λ = exp(UΔτ/2), P = B_L ⋯ B₁, G = (1 + P)⁻¹,

with K the hopping matrix, β = LΔτ, G_ij = ⟨c_i c_j†⟩ in that field, and density per site n = 1 − tr G/N. Energies are in units of the hopping t, times in 1/t. The singular values of P spread exponentially with β, so P is stored as Q D T, with Q orthogonal, D positive diagonal and T well conditioned. A block B of a few slices is absorbed by

B Q D T = C T, C = (BQ) D = Q′D′X, T′ = X T.

C is column-graded like the example. An SVD gives an orthogonal X; a QR factorization gives C = Q′R, D′ = |diag R|, X = D′⁻¹R up to a column permutation. At the end, split D = D_b D_s with D_b = max(D, 1), D_s = min(D, 1). Since Q D_b · D_b⁻¹Qᵀ = 1,

1 + QDT = Q D_b M, M = D_b⁻¹Qᵀ + D_s T, G = M⁻¹D_b⁻¹Qᵀ,

and M contains no large entries.

**The correct statement**

Let C = AD be nonsingular, with D now absorbing the column norms so that A has unit columns.

(a) A normwise backward-stable SVD guarantees |δσ_i| ≤ ‖δC‖ with ‖δC‖ a modest multiple of uσ₁, and this bound can be attained.
(b) If the error is columnwise, ‖δc_j‖ ≤ ε‖c_j‖, then C + δC = (1+E)C with η = ‖E‖ ≤ √N ε‖A⁻¹‖ ≤ √N εκ(A), and |δσ_i|/σ_i ≤ η for all i, whatever D is.
(c) Householder QR has a columnwise error. Column pivoting adds |X_ij| ≤ 1. The diagonal of R holds scales, not singular values.
(d) Each Jacobi rotation has a columnwise error, so the values are accurate to a multiple of u·max κ(A_m), where A_m is the m-th iterate scaled to unit columns.
(e) To first order, a multiplicative error E changes G by at most ‖G_>‖‖G_<‖‖E‖ (G_> and G_< are defined below; their norms are at most 1 at U = 0 and are not bounded here in a field), whereas a floor of height φ < 1, put by the last SVD (T orthogonal) under scales that lie far below φ, changes it by at least about φ/4.
(f) Bidiagonalization has no guarantee of type (b), by the counter-example.

**Proof of (a) and (b)**

The min-max characterization is σ_i(C) = max over subspaces S of dimension i of the min over unit x in S of ‖Cx‖. For any unit x the triangle inequality gives ‖Cx‖ − ‖δC‖ ≤ ‖(C+δC)x‖ ≤ ‖Cx‖ + ‖δC‖. Taking min and then max preserves inequalities that hold for each x, which gives Weyl's bound (a). The choice δC = −σ_N p_N q_Nᵀ, with p_N, q_N the last singular vectors, sends σ_N to zero with ‖δC‖ = σ_N, so a value below uσ₁ is unprotected.

For (b) define δA = δC D⁻¹. Its column j is δc_j/d_j, with norm at most ε because d_j = ‖c_j‖. Then

C + δC = (A + δA)D = (1 + δA A⁻¹)AD = (1 + E)C.

The spectral norm is at most the Frobenius norm, so ‖δA‖ ≤ √N ε and η ≤ √N ε‖A⁻¹‖; unit columns imply ‖A‖ ≥ 1, so ‖A⁻¹‖ ≤ κ(A). For any x, (1−η)‖Cx‖ ≤ ‖(1+E)Cx‖ ≤ (1+η)‖Cx‖, and min-max gives (1−η)σ_i ≤ σ_i′ ≤ (1+η)σ_i. The same argument shows more generally that a left factor W scales each σ_i by a number between σ_N(W) and σ₁(W), and transposition extends this to right factors.

Both bounds are tested on a 6×6 Gaussian matrix with D = diag(2^(−20k)), k = 0…5. A columnwise perturbation with η = 7.80×10⁻³ changes the values by at most 1.51×10⁻³ relative to themselves. An additive perturbation with entries of size 10⁻¹⁰ obeys Weyl's bound and moves σ₆ from 5.36×10⁻³¹ to 3.44×10⁻¹¹.

**Proof of (c)**

A left reflector acts on a column as y → y − τv(v·y) and reads no other column except through v. The rounded dot product is off by at most about Nu‖v‖‖y‖. It is multiplied by τv, and τ‖v‖² = 2 for a reflector, so it contributes 2Nu‖y‖. Rounding in τ and v (relative errors of order Nu) and in the final subtraction adds terms of the same form. The computed column is thus Hy + e with ‖e‖ ≤ γ‖y‖, γ a small multiple of Nu, or H(y + He) since H² = 1, with ‖He‖ = ‖e‖. Reflectors preserve norms, so over N−1 steps the errors in column j add up to at most (N−1)γ‖c_j‖ in first order. This is the hypothesis of (b) with a worst-case ε of order N²u, and R has the singular values of C + δC because the product of reflectors is orthogonal.

Pivoting brings forward, at step k, the column whose part in rows k…N has the largest norm, and that norm is |R_kk|. For a later column j the same part has squared norm R_kj² + … + R_jj², since later reflectors preserve it. Therefore |R_kj| ≤ |R_kk|, that is |X_kj| ≤ 1, and |R_jj| ≤ |R_kk|, so D′ is sorted. Since R = D′X, the right-factor form of (b) gives

σ_N(X) ≤ σ_i(R)/|R_ii| ≤ σ₁(X).

Bounded entries do not prove that κ(X) is small: in back substitution each unknown is bounded by the right-hand side plus the sum of the unknowns already found, which allows doubling at each step. A small κ(X) and κ(T) are conditions to be checked. When they hold, rounding Δ in forming T′ is a right factor, T′ + Δ = T′(1 + T′⁻¹Δ), of size at most about uκ(X)κ(T′) up to powers of N. Rounding Δ in BQ gives (BQ + Δ)D = (1 + Δ(BQ)⁻¹)C, a left factor of size at most about uκ(B) up to powers of N. This is a reason to keep the blocks short with every factorization.

**Proof of (d)**

Expanding x′·y′ for the rotation above gives cs(a − b) + (c² − s²)g. Setting this to zero, dividing by c²g and writing θ = s/c for the tangent gives

θ² + 2ζθ − 1 = 0, ζ = (b − a)/(2g), θ = sign(ζ)/(|ζ| + √(1+ζ²)),

where the root of smaller modulus is taken. The denominator is at least 1 and at least 2|ζ|, and |g| ≤ √(ab) by Cauchy–Schwarz, so

|θ| ≤ min(1, √(ab)/|b − a|).

Let a ≥ b. If b ≤ a/2, then |s|√a ≤ |θ|√a ≤ a√b/(a − b) ≤ 2√b. If b > a/2, then |θ| ≤ 1 gives |s| ≤ 1/√2 and |s|√a < √b. In both cases

|s|·‖x‖ ≤ 2‖y‖ (x the larger column).

Rounding in g is at most about Nu√(ab), which alters this bound by a relative amount of order Nu. Let k be the small integer that counts the roundings in c, s and the update. The errors in the new columns obey ‖e_x‖ ≤ ku(‖x‖ + ‖y‖) ≤ 2ku‖x‖ and ‖e_y‖ ≤ ku(|s|‖x‖ + ‖y‖) ≤ 3ku‖y‖. Undoing the rotation refers them to the old columns, δx = c e_x + s e_y and δy = −s e_x + c e_y. Hence ‖δx‖ ≤ 5ku‖x‖ and

‖δy‖ ≤ 2ku|s|‖x‖ + 3ku‖y‖ ≤ 7ku‖y‖.

The error is columnwise, and since two columns are affected, (b) gives a relative change of at most 7√2 ku‖A_m⁻¹‖ per rotation; these add up in first order. The iteration stops when |g| ≤ Nu√(ab) for all pairs, a test relative to the two columns. Then A_mᵀA_m = 1 + Θ with |Θ_ij| ≤ Nu and ‖Θ‖ ≤ N²u, so the singular values of A_m lie within √(1 ± N²u), and by the left-factor form of (b) the column norms are the singular values to that accuracy. At convergence κ(A_m) → 1; that it stays near κ(A) on the way is an assumption of (d), not proved here.

**Proof of (e)**

Differentiating G(1+P) = 1 gives δG = −G δP G in first order. Put a left factor at time τ: P = P_>P_< becomes P_>(1+E)P_<, so δP = P_>EP_<. Using (XY)⁻¹ = Y⁻¹X⁻¹,

G P_> = [P_>⁻¹(1 + P_>P_<)]⁻¹ = (P_>⁻¹ + P_<)⁻¹ ≡ G_>,
P_< G = [(1 + P_>P_<)P_<⁻¹]⁻¹ = (P_<⁻¹ + P_>)⁻¹ ≡ G_<,
δG = −G_> E G_< + O(E²).

G_> and G_< are time-displaced Green functions. For U = 0 and a level k of K, G_> = 1/(e^((β−τ)k) + e^(−τk)) ≤ 1, since one exponent is non-negative, and likewise for G_<. With a field no such bound is shown here, and the norms grow when 1 + P is nearly singular. A right factor P(1+F) gives δG = −GPFG = −(1−G)FG.

Now let the last SVD, with T orthogonal, raise scales that lie far below φ to φ < 1. Then δP = Q_s Φ T_s, with Q_s and T_s the affected columns of Q and rows of T, and ‖Φ‖ ≈ φ. On these indices D_b = 1, so GQ_s consists of columns of M⁻¹. Because ‖M‖ ≤ ‖D_b⁻¹‖ + ‖D_s‖ ≤ 2, ‖M⁻¹z‖ ≥ ‖z‖/2. The mirrored factorization 1 + QDT = (TᵀD_b⁻¹ + QD_s)D_bT shows in the same way that T_sG consists of rows of an inverse that shrinks no vector by more than 2. Thus, for this step alone and in first order,

φ/4 ≲ ‖δG‖ ≲ φ‖G‖².

For a routine that puts a floor φ ≈ uσ₁ under the scales, two thresholds follow. Its small singular values are lost once σ₁/σ_N exceeds 1/u. G depends on the small scales through 1 + P, so its error is then of order uσ₁ and becomes total when uσ₁ reaches 1. Beyond that all computed scales exceed one, D_b⁻¹ is small on every index, the computed G tends to zero, its error tends to ‖G‖, and n tends to 1.

**Worked example: 6×6 Hubbard lattice**

The parameters are round model values: periodic lattice, N = 36, U = 4t, Δτ = 0.1/t, so cosh λ = e^0.2 and λ = 0.6537, five slices per block, and one random field that is not importance-sampled. The reference treats the double-precision B_l as given, multiplies and inverts in 400-bit fixed point, and takes singular values from 150-digit eigenvalues of CᵀC. It measures rounding after the B_l are formed; it leaves out the Trotter error and the average over fields, so n is no estimate of the model's density. All values appear in the numerical output after the text.

Response of G. At β = 5/t, τ = 2.5/t, ‖G_>‖ = 10.6 and ‖G_<‖ = 2.23. A random E with ‖E‖ = 1.11×10⁻⁸ gives ‖δG‖ = 2.575×10⁻⁸, equal to the first-order formula (tested to 10⁻⁴ of ‖δG‖) and a tenth of the bound 10.6 × 2.23 × 1.11×10⁻⁸ = 2.6×10⁻⁷.

One graded matrix. The last C of the Jacobi chain at β = 10/t has σ₁ = 2.510×10²⁵ and σ₃₆ = 4.821×10⁻²⁷, a ratio of 5.2×10⁵¹, while κ(A) = 1.35×10³ and ‖A⁻¹‖ = 317. The scale Nuκ(A) is 36 × 1.11×10⁻¹⁶ × 1350 = 5.4×10⁻¹². Each routine is run with the columns in the order of decreasing D (called sorted below, although a column norm of C can exceed its predecessor's) and reversed, which leaves the singular values unchanged. All pass the test |δσ_i| < 20Nuσ₁. The largest errors relative to the value itself are, for sorted and reversed order:

plain one-sided Jacobi: 2.3×10⁻¹⁵, 1.3×10⁻¹⁴
gejsv, relative-accuracy mode: 7.7×10⁻¹⁵, 2.5×10⁻¹⁵
gejsv, rank-truncating mode: 1.0, 1.0
gesvd with vectors: 3.6×10⁻¹⁴, 2.1×10¹⁴
gesdd, values alone: 3.6×10⁻¹⁴, 2.1×10¹⁴
gesdd with vectors: 5.2×10³⁵, 8.6×10³⁴

Jacobi lies a factor 400 or more below Nuκ(A) in both orders, and the largest |s|‖large‖/‖small‖ met is 0.930, against the bound 2. The Jacobi driver gejsv in its rank-truncating mode has error 1.0, the value that results from setting small values to zero, so the name of the method does not make a call safe.

Pivoted QR of the reversed matrix has a columnwise residual of 6.5×10⁻¹⁶. Bound (b) gives 6 × 6.5×10⁻¹⁶ × 317 = 1.2×10⁻¹², and the singular values of R are off by 4.0×10⁻¹⁵. Here max|X_ij| = 1.000 and κ(X) = 1.32. The ratio |R_ii|/σ_i runs from 0.934 to 1.071, so the diagonal is a set of scales good to 7 %, with the remainder carried by X. Without pivoting the error is still columnwise, but R_1N/R_11 is of the order of the ratio of the largest column norm to the smallest, and max|X_ij| = 3.2×10⁴⁹: the grading passes into T.

On sorted columns gesvd succeeds. This agrees with the pivot law, whose amplification is modest when no pivot is unusually small, but it is an observation on this matrix and not a guarantee. On reversed columns the first row is dominated by its last entry, so τ ≈ 1 and |v_N| ≈ 1, and w adds the second-smallest column to the largest, as in the counter-example. The error 2.1×10¹⁴ is much below uσ₁/σ₃₆ = 5.8×10³⁵. Its size is not derived here.

With vectors, gesdd returns σ₃₆/σ₁ = 9.99×10⁻¹⁷ = 0.90u, a floor that explains the error: 9.99×10⁻¹⁷ × 5.2×10⁵¹ = 5.2×10³⁵. The number of values wrong by more than 10 % is 27, and 27 true values lie below uσ₁. The residual relative to σ₁ is 2.9×10⁻¹⁶ and the loss of orthogonality 1.3×10⁻¹⁵, so normwise checks see nothing. Asked for values alone, the same driver shows the errors of gesvd. The inference, not derived here, is that the reduction is shared and that the divide-and-conquer solver, used when vectors are wanted, raises quantities far below u times the norm to about that size, a change that (a) allows.

The Green function. On a bipartite lattice, with S the diagonal sublattice sign, SKS = −K gives (B_l⁻¹)ᵀ = S B_l(−s) S, hence σ_N(P(s)) = 1/σ₁(P(−s)). For a random field the range σ₁/σ_N is therefore estimated as σ₁². The estimate is rough, because σ₁ differs between s and −s: at β = 10/t it gives 6.3×10⁵⁰ against the actual 5.2×10⁵¹. The errors below are ‖δG‖.

At β = 2/t, σ₁ = 1.33×10⁵, the estimated range 2×10¹⁰ is below 1/u, and ‖G‖ = 2. All methods are usable, yet gesdd (2.2×10⁻¹²) is already close to the plain product (4.4×10⁻¹²) and two hundred times worse than gesvd (1.1×10⁻¹⁴), gejsv (1.3×10⁻¹⁴) or pivoted QR (8.2×10⁻¹⁵). Its error is 0.15 of uσ₁ = 1.48×10⁻¹¹, the order of an additive error, although no floor is expected yet; its origin was not tested.

At β = 5/t, σ₁ = 9.73×10¹², the estimated range is 10²⁶, uσ₁ = 1.08×10⁻³ and ‖G‖ = 5.92. With φ ≈ uσ₁ the window of (e) runs from 2.7×10⁻⁴ to 1.08×10⁻³ × 35 = 3.8×10⁻². The gesdd error, 8.0×10⁻³, lies inside and exceeds that of the plain product, 1.2×10⁻³: stabilization with this routine gained nothing. The others give 2.7×10⁻¹³ (gesvd), 4.4×10⁻¹⁴ (gejsv) and 3.8×10⁻¹⁴ (QR).

At β = 10/t, uσ₁ = 2.79×10⁹. The errors of gesdd and of the plain product are both 7.7, equal to ‖G‖ = 7.66 as expected for a vanishing computed G. The density from gesdd is 1.0000, a full band, against the reference 0.4846436668, which gesvd, gejsv and pivoted QR reproduce to ten digits, with errors 8.8×10⁻¹³, 2.0×10⁻¹³ and 2.0×10⁻¹³. From β = 2/t to 10/t these three errors grew by less than a factor 100 while σ₁ grew by 2×10²⁰.

On a 4×4 lattice at β = 10/t, with ‖G‖ = 24.8, gesdd has an error of 4.6×10⁻¹³. The floor is absent at N = 16, which suggests that the driver hands small bidiagonal matrices to another solver; the crossover size was not located. A check of a stabilization routine must therefore request vectors, use the production lattice size, and compare small values or G with extended precision, because the run with values alone on sorted columns, the small cluster and the normwise residual each passed here for a routine that failed at N = 36.

Numbers as computed

```
u = 1.110e-16
6x6, D=2^(-20k): columnwise pert. eta = 7.80e-03, max rel change = 1.51e-03
6x6: additive pert. 1e-10, sigma_min 5.36e-31 -> 3.44e-11
3x3, D=(1,1e-5,1e-25), a12=0: sigma3 ref 6.600e-26, gesvd 0.000e+00, Jacobi 6.600e-26
3x3, a12=1e-04: median gesvd rel err 1.67e-12, u*a13/a12 = 1.11e-12
3x3, a12=1e-08: median gesvd rel err 5.23e-09, u*a13/a12 = 1.11e-08
U = 4.0 t, dtau = 0.1 /t, lambda = 0.6537, slices per block = 5, N = 36
beta=5,tau=2.5: |G>| 10.6, |G<| 2.23, |E| 1.11e-08, |dG| 2.575e-08
  first-order formula |G> E G<| = 2.575e-08
beta=2 /t: sigma1(P) 1.33e+05, u*sigma1 1.48e-11, |G| 2
  |dG|: plain 4.4e-12, gesdd 2.2e-12, gesvd 1.1e-14, gejsv 1.3e-14, pivQR 8.2e-15
beta=5 /t: sigma1(P) 9.73e+12, u*sigma1 1.08e-03, |G| 5.92
  |dG|: plain 1.2e-03, gesdd 8.0e-03, gesvd 2.7e-13, gejsv 4.4e-14, pivQR 3.8e-14
beta=10 /t: sigma1(P) 2.51e+25, u*sigma1 2.79e+09, |G| 7.66
  |dG|: plain 7.7e+00, gesdd 7.7e+00, gesvd 8.8e-13, gejsv 2.0e-13, pivQR 2.0e-13
beta=10 density per site: reference 0.4846436668
  density gesdd: 1.0000000000
  density gesvd: 0.4846436668
  density gejsv: 0.4846436668
  density pivQR: 0.4846436668
4x4 lattice, beta=10: |G| 24.8, gesdd |dG| 4.6e-13
last C: sigma1 2.510e+25, sigmaN 4.821e-27, kappa(A) 1.35e+03, |A^-1| 317
  max rel err gesdd vectors: sorted 5.2e+35, reversed 8.6e+34
  max rel err gesdd values: sorted 3.6e-14, reversed 2.1e+14
  max rel err gesvd vectors: sorted 3.6e-14, reversed 2.1e+14
  max rel err gejsv relative: sorted 7.7e-15, reversed 2.5e-15
  max rel err gejsv truncating: sorted 1.0e+00, reversed 1.0e+00
  max rel err Jacobi by hand: sorted 2.3e-15, reversed 1.3e-14
  N*u*kappa(A) = 5.4e-12
  Jacobi max |sin|*|large|/|small| = 0.930
  gesdd: residual 2.9e-16, orthogonality 1.3e-15, sigmaN/sigma1 9.99e-17
  gesdd: values wrong by >10%: 27; true values below u*sigma1: 27
pivoted QR (reversed C): columnwise residual 6.5e-16
  rel err of sigma(R) 4.0e-15, bound 1.2e-12
  max|X| 1.000, kappa(X) 1.32, unpivoted max|X| 3.2e+49
  |R_ii|/sigma_i ranges from 0.934 to 1.071
```
